# Cubic Quartic Anisotropy in Axes Parallel and Perpendicular to [111], part 2

We study a uniformly polarized rhombohedral ferroelectric with spontaneous polarization along \([111]\). The orthonormal axes are \(\mathbf n\parallel[111]\), \(\mathbf a\parallel[2\bar1\bar1]\) and \(\mathbf b\parallel[01\bar1]\). The polarization is \(\mathbf P=p\mathbf n+x\mathbf a+y\mathbf b\), with \(x=s\cos\phi\), \(y=s\sin\phi\), \(s\ge0\), and cubic components \(P_i\). They satisfy

\[
P_1^4+P_2^4+P_3^4=\frac{p^4}{3}+2p^2s^2+\frac{2\sqrt2}{3}\,p\,s^3\cos3\phi+\frac{s^4}{2}. \tag{1}
\]

The third term, the threefold term, is the only azimuthal one that cubic symmetry allows at quartic order. With \(\phi_j=\phi-2\pi(j-1)/3\),

\[
P_j=\frac{p}{\sqrt3}+\sqrt{\frac23}\;s\cos\phi_j. \tag{2}
\]

**Lemma 2.** For \(\gamma_j=\cos\phi_j\),

\[
\sum_j\gamma_j=0,\qquad \sum_j\gamma_j^2=\frac32,\qquad
\sum_j\gamma_j^3=\frac34\cos3\phi,\qquad \sum_j\gamma_j^4=\frac98 .
\]

The mean-field energy density is

\[
f=-\frac A2P^2+\frac B4P^4+\frac K4\sum_iP_i^4-\mathbf E\cdot\mathbf P, \tag{6}
\]

with \(A>0\), \(K>0\), \(B+K/3>0\), stress-free coefficients, and \(\mathbf E\) the macroscopic internal field. At \(\mathbf E=0\), for a direction with \(q=\sum_iP_i^4/P^4\), the energy is smallest at \(P^2=A/(B+Kq)\), where it equals

\[
f_{\min}(q)=-\frac{A^2}{4(B+Kq)}. \tag{7}
\]

Since \(q\ge1/3\), the ground states lie along the eight directions of type \([111]\). In the \([111]\) state, the spontaneous polarization, the longitudinal and transverse stiffnesses, and the coefficient of \(x^3-3xy^2\) are

\[
p_0^2=\frac{A}{B+K/3},\qquad k_\parallel=2A,\qquad k=\frac23Kp_0^2,\qquad c=\frac{\sqrt2}{6}Kp_0. \tag{8}
\]

The example has \(p_0=30\ \mu\mathrm{C/cm^2}\), \(A=0.05\) MV cm/µC, and \(K=5\times10^{-5}\) and \(B=3.889\times10^{-5}\), both in \((\mathrm{MV/cm})/(\mu\mathrm{C/cm^2})^3\). Hence \(k=0.0300\ \mathrm{MV\,cm/\mu C}\) and \(c=3.54\times10^{-4}\ (\mathrm{MV/cm})/(\mu\mathrm{C/cm^2})^2\). The product of \(\mu\mathrm{C/cm^2}\) and MV/cm is \(\mathrm{J/cm^3}\).

The "cone" entries in the numerical output are for \(P=30\ \mu\mathrm{C/cm^2}\) tilted by \(\theta=20^\circ\) from \([111]\), with the same \(K\); their energies are the terms of (1), or their sum, times \(K/4\).

**Proposition 3 (weak transverse field).** Let a field of magnitude \(E\) act in the (111) plane at azimuth \(\psi\). To second order in \(E\),

\[
\binom xy=\frac Ek\binom{\cos\psi}{\sin\psi}-\frac{3cE^2}{k^3}\binom{\cos2\psi}{-\sin2\psi}. \tag{9}
\]

*Proof.* Put \(p=p_0+w\). The energy near the minimum is, apart from a constant and the field term,

\[
Aw^2+\frac k2s^2+c(x^3-3xy^2)+hws^2+\left(\frac B4+\frac K8\right)s^4+\dots,\qquad h=(B+K)p_0 .
\]

Here \(h\) is the derivative of the coefficient \((-A+Bp^2+Kp^2)/2\) with respect to \(p\). Equilibrium in \(w\) gives \(w=-hs^2/(2A)\) to leading order, which is of order \(E^2\). Its effect on the transverse force, \(2hwx\) or \(2hwy\), is of order \(E^3\). To second order the remaining equations are

\[
kx+3c(x^2-y^2)=E\cos\psi,\qquad ky-6cxy=E\sin\psi .
\]

The first approximation is \(x=(E/k)\cos\psi\), \(y=(E/k)\sin\psi\). In the quadratic terms it gives \(x^2-y^2=(E/k)^2\cos2\psi\) and \(2xy=(E/k)^2\sin2\psi\). Solving for the corrections yields (9). ∎

The second-order response along the field is found by projecting on \((\cos\psi,\sin\psi)\). It equals

\[
-\frac{3cE^2}{k^3}(\cos2\psi\cos\psi-\sin2\psi\sin\psi)=-\frac{3cE^2}{k^3}\cos3\psi .
\]

For \(c>0\), which holds in the model (6) because \(K>0\), the crystal is thus softer towards \(\psi=\pi\) than towards \(\psi=0\). For a field along \(\mathbf b\), \(\psi=\pi/2\), the correction is \(+3cE^2/k^3\) along \(\mathbf a\), perpendicular to the field.

At \(E=0.02\) MV/cm the linear response is \(0.02/0.03=0.6667\ \mu\mathrm{C/cm^2}\), and the correction is

\[
\frac{3(3.5355\times10^{-4})(0.02)^2}{(0.03)^3}=0.0157\ \mu\mathrm{C/cm^2}.
\]

The predicted magnitudes are therefore 0.6510 at \(\psi=0\) and 0.6824 at \(\psi=\pi\), in \(\mu\mathrm{C/cm^2}\). Minimizing the full energy (6) gives 0.6524 and 0.6840. The deflection for a field along \(\mathbf b\) is 0.0158, against the predicted 0.0157.

Both magnitudes along \(\mathbf a\) exceed the prediction by about \(0.0015\ \mu\mathrm{C/cm^2}\). This is the third-order response. Write \(x_1=E/k\), \(x_2=-3cE^2/k^3\) and \(w=-hx_1^2/(2A)\) for \(\psi=0\). The terms of order \(E^3\) in the equation for \(x\) then give

\[
kx_3=-6cx_1x_2-\left(B+\frac K2\right)x_1^3-2hwx_1
=x_1^3\left[\frac{18c^2}{k}-B-\frac K2+\frac{h^2}{A}\right].
\]

From (8), \(18c^2/k=3K/2\). The bracket is \((7.50-6.39+14.22)\times10^{-5}=1.53\times10^{-4}\), and multiplication by \(x_1^3/k\), with \(x_1=0.6667\ \mu\mathrm{C/cm^2}\), gives \(x_3=0.0015\ \mu\mathrm{C/cm^2}\). Being odd in the field, it increases the magnitude equally for both directions.

**Proposition 4 (barrier to a neighbouring state).** At zero field, the lowest barrier for uniform switching from \([111]\) to \([\bar111]\) is

\[
\Delta f=\frac{A^2}{4}\left[\frac1{B+K/3}-\frac1{B+K/2}\right]. \tag{10}
\]

*Proof.* A continuous path between the two states must cross \(P_1=0\). There \(P_2^4+P_3^4\ge P^4/2\), so \(q\ge1/2\), and by (7) the energy is at least \(-A^2/[4(B+K/2)]\). This gives (10) as a lower bound.

A path that attains the bound runs through \([011]\) in the plane \(P_2=P_3\). For a unit direction \((t,u,u)\), \(2u^2=1-t^2\) and

\[
q=t^4+2u^4=\frac12-t^2+\frac32t^4 .
\]

Between the two states \(t^2\le1/3\), and \(dq/d(t^2)=-1+3t^2\le0\). Hence \(q\) is largest at \(t=0\), where it equals \(1/2\). If the length is relaxed to \(P^2=A/(B+Kq)\) at every direction, the highest energy on the path is the lower bound. ∎

Seen from \([111]\), this path starts at \(\phi=\pi\), the azimuth at which the threefold term lowers the energy. For the example,

\[
\Delta f=11.250-9.783=1.467\ \mathrm{J/cm^3}.
\]

If the length is held at \(p_0\), the barrier is instead \((K/4)p_0^4(1/2-1/3)=Kp_0^4/24=1.688\ \mathrm{J/cm^3}\). This is 15% above the relaxed value.

**Proposition 5 (loss of stability in a transverse field).** Truncating the energy after the cubic transverse term gives the limiting fields

\[
E_\pi\simeq\frac{k^2}{12c},\qquad E_0\simeq\frac{k^2}{4c}, \tag{11}
\]

for fields along \(-\mathbf a\) and \(+\mathbf a\), respectively. For \(B>0\), the full model (6) gives

\[
E_0=2\sqrt6\,KY^3,\qquad Y^2=\frac{A}{B(r^2+2)+3K},\qquad r^3-3r-4=0, \tag{12}
\]

where \(r\) is the positive root.

*Proof of (11).* For a field along \(-\mathbf a\), set \(x=-s\), \(y=0\). Equilibrium reads \(E=ks-3cs^2\), which has its maximum \(k^2/(12c)\) at \(s=k/(6c)\). For a field along \(+\mathbf a\), equilibrium reads \(E=kx+3cx^2\), and no such maximum exists. The stiffness for a sideways displacement \(y\) is \(k-6cx\), however, and it vanishes at \(x=k/(6c)\). The field there is \(k^2/(6c)+k^2/(12c)=k^2/(4c)\).

*Proof of (12).* By symmetry the state has the form \((X,Y,Y)\). Let \(L=-A+B(X^2+2Y^2)\). Equilibrium requires

\[
(L+KX^2)X=\frac{2E}{\sqrt6},\qquad (L+KY^2)Y=-\frac{E}{\sqrt6}. \tag{13}
\]

For \(E>0\), neither \(Y=0\) nor \(X=Y\) satisfies (13), so a branch starting from \([111]\) keeps \(X>Y>0\). The second-derivative matrix of \(f\) is \((L+3KP_i^2)\delta_{ij}+2BP_iP_j\). Since \(\mathbf P\cdot\mathbf b=0\), the stiffness along \(\mathbf b\) is \(L+3KY^2\). While it is positive, \(L+3KX^2\) is also positive, and the \(B\) term can't reduce the stiffness within the mirror plane. At its zero the matrix within the plane is still positive definite, because \(B>0\) and \(Y\ne0\). Stability is therefore lost first along \(\mathbf b\).

Such a loss must occur at a finite field. The second equation in (13) with \(E>0\) requires \(L<0\), which bounds \(Y\). Stability along \(\mathbf b\) requires \(L>-3KY^2\), which gives \(E<2\sqrt6\,KY^3\).

At the limit \(L=-3KY^2\). The second equation in (13) becomes \(2KY^3=E/\sqrt6\), which is the first relation in (12). The first equation in (13) becomes \(K(X^2-3Y^2)X=4KY^3\), or \(r^3-3r-4=0\) with \(r=X/Y\). This cubic is negative at \(r=0\), falls until \(r=1\) and then rises, so it has one positive root. Finally, \(L=-3KY^2\) gives \(A=B(r^2+2)Y^2+3KY^2\). ∎

In the example the truncated formulas give 0.212 and 0.636 MV/cm. Following the full equilibrium numerically gives 0.139 MV/cm along \(-\mathbf a\) and 0.323 MV/cm along \(+\mathbf a\), and (12) gives 0.324 MV/cm for the latter. The truncated values are too high by factors of about 1.5 and 2.0. The reason is visible in

\[
\frac{k}{6c}=\frac{\sqrt2}{3}p_0\approx0.47\,p_0 .
\]

At the predicted limit the transverse part is not small, whatever the value of \(K\), and the higher terms can't be neglected. The truncation gives the correct order of the two fields in this example, but not their ratio, which is 2.3 rather than 3.

**Remark 4 (sixth order).** Consider an added energy \(DP_1^2P_2^2P_3^2\). From Lemma 2, \(\sum_{i<j}\gamma_i\gamma_j=(0-3/2)/2=-3/4\). When three numbers add to zero, the sum of their cubes is three times their product, so \(\gamma_1\gamma_2\gamma_3=\cos3\phi/4\). Expanding the product of the components (2) gives

\[
P_1P_2P_3=\frac{p^3}{3\sqrt3}-\frac{ps^2}{2\sqrt3}+\frac{\sqrt2}{6\sqrt3}s^3\cos3\phi .
\]

Its square contributes \(Dp^6/27\), \(-Dp^4s^2/9\) and \((\sqrt2/27)Dp^3s^3\cos3\phi\). It also contains \(s^6\cos^2 3\phi/54\), and hence a sixfold harmonic: the uniqueness of the threefold term is a property of the quartic order. The new equilibrium condition is \(-A+(B+K/3)p^2+2Dp^4/9=0\), and using it to eliminate \(A\) from the transverse stiffness gives

\[
k=\frac23Kp^2-\frac49Dp^4,\qquad c=\frac{\sqrt2}{6}Kp+\frac{\sqrt2}{27}Dp^3 .
\]

Suppose that this energy is \(0.5\ \mathrm{J/cm^3}\) at \(p=30\ \mu\mathrm{C/cm^2}\), a rough assumption. With \(A\), \(B\) and \(K\) held fixed, the polarization falls to \(29.1\ \mu\mathrm{C/cm^2}\), \(k\) falls by 26%, and \(c\) rises by 4%. The estimate \(k^2/(12c)\) would then drop to about 0.53 of its former value. The stability limit of the full energy along \(-\mathbf a\) falls less, from 0.139 to 0.095 MV/cm, which is 0.68 of its former value. The sign of \(D\) is also an assumption: a negative \(D\) of the same size raises this limit to 0.193 MV/cm. The term is, moreover, only one of three independent cubic invariants of sixth order, and the other two are not sized here.

**Remark 5 (strain and screening).** For each pair of axes, let a shear strain \(e\) have the energy \(Ce^2/2-geP_iP_j\). Minimization gives \(e=gP_iP_j/C\) and the energy \(-g^2P_i^2P_j^2/(2C)\). Summed over pairs, this is \((g^2/4C)(\sum_iP_i^4-P^4)\). Shear relaxation thus keeps the form of the quartic energy, raises \(K\) by \(g^2/C\) and lowers \(B\) by the same amount. With a shear modulus of 100 GPa and a spontaneous shear of 0.003, both rough, the contribution to \(K\) is 20% of the stress-free value. A crystal held at zero shear would lack both changes. If only the shear is frozen at its spontaneous value, \(k\) is larger than the stress-free value by \(g^2p_0^2/(3C)\), here 10%. At frequencies too high for any strain to follow, the normal strains are frozen as well. Their coupling to differences among the \(P_i^2\) raises \(k\) further, possibly by more than the shear does.

The field in (6) must also be distinguished from an applied field. If the charge produced by a transverse polarization were unscreened on a plate normal to it, the depolarizing field would add \(1/\varepsilon_0=11.3\) MV cm/µC to the stiffness, 376 times \(k\). The calculated responses are responses to the internal field. For such a plate they can be read as responses to the applied field only if its surfaces are screened.

**Comparison with real materials.** The parameters are meant to lie in the rough range of rhombohedral perovskite ferroelectrics at room temperature, with polarizations of tens of \(\mu\mathrm{C/cm^2}\) and susceptibilities of hundreds. The match does not extend to the origin of the anisotropy. In published Landau-Devonshire fits for rhombohedral lead zirconate titanate, the coefficient of \(P_1^2P_2^2P_3^2\) is negative, the sixth-order terms supply most of \(k\), and they can reverse the sign of \(c\). In fits for barium titanate the quartic \(K\) is negative, and the rhombohedral state rests on higher orders. The soft azimuth and the order of the two limiting fields found here are therefore properties of the quartic model (6), and for a given crystal \(k\) and \(c\) must be taken from its full energy. Real crystals also usually switch by nucleation and motion of domain walls, which breaks the assumption of uniformity. The lower limit of Proposition 5 is 2.8 times a rough coercive field of 0.05 MV/cm, but it belongs to a field perpendicular to the polarization, whereas a coercive field opposes it. For a field antiparallel to \(\mathbf P\), the transverse stiffness \(-A+(B+K)p^2\) vanishes first in this example, at \(p^2=A/(B+K)\). The field there is \(2Kp^3/3=0.445\) MV/cm, 8.9 times the rough coercive field. Exact antiparallel alignment is a special case, however: for a field along \([\bar100]\), which also opposes the polarization, the limit of the model is only about 0.13 MV/cm. These are stability limits of the model and not forecasts of the coercive field. The upper limit of Proposition 5 is about one third of a rough film breakdown field of 1 MV/cm, but a bulk sample may break down at a lower field.

Temperature enters in two ways. With a rough Curie constant of \(1.5\times10^5\) K, warming by 10 K lowers \(A\), and with it \(k\), by 1.5% when \(B\) and \(K\) are fixed. With a linear Curie-Weiss law, the chosen \(A\) at 300 K would vanish only near 960 K, which is high for many rhombohedral perovskites. In a crystal where \(A\) vanishes closer to room temperature, \(A\) is smaller for the same Curie constant, and its relative change on warming is larger. The barrier (10) amounts to 0.59 meV in a cell of edge 0.4 nm, far below the thermal energy of 25.9 meV at 300 K. A single cell is therefore not the object described by (6). For a uniformly polarized cube of edge 10 nm the barrier is about 350 times the thermal energy. The energy density is meaningful for such a coarse-grained region, with coefficients that already contain the effect of faster and shorter-ranged fluctuations. The remaining values are in the numerical output.

## Numbers as computed

```
input p0 = 30.0 uC/cm2
input A = 0.050 MV cm/uC
input K = 5.000e-05 (MV/cm)/(uC/cm2)^3
derived B = 3.8889e-05 (MV/cm)/(uC/cm2)^3
cone angle = 20.0 deg
cone p = 28.191 uC/cm2
cone s = 10.261 uC/cm2
cone p^4 term = 2.6316 J/cm3
cone p^2 s^2 term = 2.0917 J/cm3
cone threefold term at phi=0 = 0.3589 J/cm3
cone s^4 term = 0.0693 J/cm3
cone direct sum at phi=0 = 5.1514 J/cm3
cone direct sum at phi=180 deg = 4.4337 J/cm3
longitudinal stiffness = 0.1000 MV cm/uC
transverse stiffness k = 0.0300 MV cm/uC
cubic coefficient c = 3.5355e-04 (MV/cm)/(uC/cm2)^2
longitudinal susceptibility (SI) = 112.9
transverse susceptibility (SI) = 376.5
applied transverse field = 0.020 MV/cm
linear response E/k = 0.6667 uC/cm2
second-order part 3cE^2/k^3 = 0.0157 uC/cm2
full response, phi=0 = 0.6524 uC/cm2
full response, phi=180 deg = 0.6840 uC/cm2
full deflection along a, field on b = 0.0158 uC/cm2
well depth = 11.250 J/cm3
barrier, fixed length = 1.6875 J/cm3
barrier, relaxed = 1.4674 J/cm3
cell edge (rough input) = 0.40 nm
relaxed barrier per cell = 0.586 meV
uniform limit, phi=180 deg = 0.139 MV/cm
uniform limit, phi=0 = 0.323 MV/cm
phi=0 limit, closed form = 0.3236 MV/cm
cubic estimate, phi=180 = 0.212 MV/cm
cubic estimate, phi=0 = 0.636 MV/cm
sixth-order energy (rough input) = 0.50 J/cm3
sixth order: p0 becomes 29.10 uC/cm2
sixth order: change of k = -25.6 %
sixth order: change of c = 3.8 %
shear modulus (rough input) = 100 GPa
shear strain (rough input) = 0.0030
shear relaxation share of K = 20.0 %
unscreened depolarizing slope = 11.29 MV cm/uC
depolarizing slope / k = 376
temperature = 300 K
thermal energy = 25.85 meV
cube edge for thermal test = 10 nm
barrier of that cube / kT = 354
Curie constant (rough input) = 1.50e+05 K
warming = 10 K
change of k on warming = -1.51 %
domain coercive field (rough input) = 0.05 MV/cm
lower uniform limit / coercive = 2.78
film breakdown field (rough input) = 1.0 MV/cm
upper uniform limit / breakdown = 0.32
```
